# When Surface Tension Wraps a Thin Silicon Sheet Around a Post, part 2

Liquid in the gap between a thin sheet and a rigid cylindrical post can bend the sheet around the post. The sheet is flat when free and has thickness $h$, Young's modulus $E$, Poisson's ratio $\nu$, plane-strain modulus $E'=E/(1-\nu^2)$ and plate stiffness $B=E'h^3/12$. Its mid-plane is bent to radius $R$. Spacers that push but do not adhere hold open a uniform gap $g$. The liquid has surface tension $\gamma$, contact angle $\theta$ on both walls and a pressure $\Pi$ below ambient ($\Pi<0$ for a convex drop). The elastocapillary length is $L_{EC}=\sqrt{B/\gamma}$.

Per unit area, bending costs $B/(2R^2)$, and filling the gap gains $2\gamma\cos\theta$, or $2\gamma$ if liquid films already on both walls merge. Drawing the liquid from its supply costs $\Pi g$. When the front, where the sheet leaves the post, is short, a long wrapped state is favoured over a flat one if

$$
\frac{B}{2R^2}<2\gamma\cos\theta-\Pi g .
$$

This is the energy criterion. For negligible $\Pi g$ the threshold radius is $R_c=L_{EC}/(2\sqrt{\cos\theta})$. At $\Pi=0$, finite gap and thickness raise it by $\delta=(h+g)/4$.

A balance of forces at the front is to test this criterion. Let $x$ run from lift-off, where the sheet leaves the spacers, towards the straight, torque-free tail. The liquid wedge ends at a meniscus at $x=m$, with $m\ll R$. The gap exceeds $g$ by $u(x)$, which for small slopes obeys

$$
Bu''''=-\Pi\qquad(0<x<m),
$$

with $u(0)=0$, $u'(0)=0$, $u''(0)=0$, $u''(m)=1/R$ and

$$
Bu'''(m)=\gamma\sin\theta .
$$

Axial compression of the wetted sheet, with a relative effect of order $(m/L_{EC})^2$, is neglected. At the meniscus the walls are $H=g+u(m)$ apart and open at the small angle $\alpha=u'(m)$, so

$$
\Pi H=2\gamma\cos\!\left(\theta+\frac{\alpha}{2}\right).
$$

### Solving the force balance

Let $s=m-x$ be the distance from the meniscus, and write $\kappa=1/R$, $P=\Pi/B$ and $f=\gamma\sin\theta/B$. Two integrations of the beam equation from the meniscus give

$$
u''=\kappa-fs-\frac{P}{2}s^2 .
$$

Since $ds/dx=-1$, this has $u'''=f+Ps$ and $u''''=-P$, as required. At lift-off $s=m$ and $u''=0$, so

$$
\kappa=fm+\frac{Pm^2}{2}.
$$

This is a balance of torques: the pull at the contact line has lever arm $m$, and the pressure has mean lever arm $m/2$.

The opening angle is the integral of $u''$ over the wedge:

$$
\alpha=\int_0^m u''\,dx=\kappa m-\frac{fm^2}{2}-\frac{Pm^3}{6}
=\frac{fm^2}{2}+\frac{Pm^3}{3},
$$

where the last step inserts $\kappa$. Because $u(0)=u'(0)=0$, the excess gap at the meniscus is

$$
u(m)=\int_0^m (m-x)\,u''\,dx
=\frac{\kappa m^2}{2}-\frac{fm^3}{3}-\frac{Pm^4}{8}
=\frac{fm^3}{6}+\frac{Pm^4}{8}.
$$

Now compare two expressions. Squaring $\kappa$ gives

$$
\kappa^2=f^2m^2+fPm^3+\frac{P^2m^4}{4},
$$

while the results for $u(m)$ and $\alpha$ give

$$
2Pu(m)+2f\alpha
=\left(\frac{fPm^3}{3}+\frac{P^2m^4}{4}\right)
+\left(f^2m^2+\frac{2fPm^3}{3}\right).
$$

The right-hand sides are equal, so $\kappa^2=2Pu(m)+2f\alpha$. Multiplication by $B/2$ turns this into

$$
\frac{B}{2R^2}=\Pi u(m)+\gamma\alpha\sin\theta .
$$

Replace $\Pi u(m)$ by $\Pi H-\Pi g$ and use the meniscus relation:

$$
\frac{B}{2R^2}=2\gamma\cos\!\left(\theta+\frac{\alpha}{2}\right)
+\gamma\alpha\sin\theta-\Pi g .
$$

To second order in $\alpha$,

$$
2\cos\!\left(\theta+\frac{\alpha}{2}\right)
=2\cos\theta-\alpha\sin\theta-\frac{\alpha^2}{4}\cos\theta .
$$

The terms linear in $\alpha$ cancel, which leaves

$$
\frac{B}{2R^2}=2\gamma\cos\theta-\Pi g-\frac{\gamma\alpha^2}{4}\cos\theta .
$$

For a short wedge this is the energy criterion with an equals sign. The last term is an error of the simplified beam equations, not of the energy criterion. The neglected axial force has an effect of the same order in $m$, so this term must not be used as a correction to the threshold.

The case $\theta=0$, $g=0$ shows why the wedge length drops out. Then $\kappa=Pm^2/2$ and $u(m)=Pm^4/8=\kappa m^2/4$. A longer wedge has a wider meniscus, so its suction falls as $1/m^2$. The torque of the suction is proportional to $\Pi m^2$ and is therefore independent of $m$.

In the same case $\alpha=Pm^3/3=2\kappa m/3$. With $\gamma=B/L_{EC}^2$, the error term divided by $B\kappa^2/2$ is

$$
\frac{\alpha^2}{2L_{EC}^2\kappa^2}=\frac{2}{9}\left(\frac{m}{L_{EC}}\right)^2 .
$$

The boundary-value problem was also solved numerically for contact angles of $0^\circ$, $20^\circ$ and $50^\circ$, with $m=0.02\,L_{EC}$ and with $g=0$ and $g=m^2/(2L_{EC})$. The largest mismatch in $\kappa^2$, relative to the value from the energy criterion, was $8.9\times10^{-5}$, as the last formula predicts for $\theta=0$. Halving the wedge from $0.1\,L_{EC}$ to $0.05\,L_{EC}$, at $\theta=0$ and $g=0$, reduced the error by a factor of 3.99, close to the factor of 4 expected for a second-order error.

### What happens as the liquid dries

Evaporation makes the remaining liquid retreat into narrower places, and $\Pi$ rises. The wrapped state loses its advantage when the criterion becomes an equality, at

$$
\Pi^*=\frac{1}{g}\left(2\gamma\cos\theta-\frac{B}{2R^2}\right).
$$

Above this value the sheet peels off the post. The uniform gap itself would drain at $\Pi=2\gamma\cos\theta/g$, which is larger. In this model, then, the sheet peels before the gap beneath it empties.

The corresponding humidity follows from equilibrium between liquid and vapour. Lowering the pressure of an incompressible liquid of molar volume $V_m$ by $\Pi$ lowers its chemical potential by $\Pi V_m$. For an ideal vapour at relative humidity $\varphi$, the chemical potential lies $R_{\rm gas}T\ln(1/\varphi)$ below its saturated value. Equality of the two gives the Kelvin relation,

$$
\varphi=\exp\!\left(-\frac{\Pi V_m}{R_{\rm gas}T}\right).
$$

Below the humidity that belongs to $\Pi^*$, liquid in the uniform gap cannot hold the sheet in equilibrium. If the sheet stays bent, something outside the model holds it, such as adhesion between the solids or small liquid bridges left at the spacers. For the wrapped state to remain favoured, these must supply the part of the bending energy per area that the liquid in the gap no longer covers. Once the gap has drained, that part is the whole of $B/(2R^2)$.

### A silicon sheet 50 nm thick

The cubic elastic constants of silicon are taken as $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa, which are rough typical values. To find $E'$ along $\langle110\rangle$, first apply a strain $e$ along $[110]$ alone. In the cube axes it has components $\varepsilon_{11}=\varepsilon_{22}=\varepsilon_{12}=e/2$. The energy density is

$$
\frac{C_{11}}{2}\,\frac{2e^2}{4}+C_{12}\frac{e^2}{4}+\frac{C_{44}}{2}e^2
=\frac12\left(\frac{C_{11}+C_{12}}{2}+C_{44}\right)e^2 ,
$$

so the bracket is the stiffness with all other strains blocked. Freeing the large faces requires $C_{12}e+C_{11}\varepsilon_{zz}=0$, which lowers $\sigma_{xx}$ by $C_{12}^2e/C_{11}$. Hence

$$
E'=\frac{166+64}{2}+80-\frac{64^2}{166}=170.3\ \text{GPa}.
$$

This agrees with $E/(1-\nu^2)$ for $E=169.7$ GPa and $\nu=0.061$. The plate stiffness is

$$
B=\frac{(170.3\times10^{9})(50\times10^{-9})^3}{12}\ \text{J}
=1.774\times10^{-12}\ \text{J}.
$$

For water take $\gamma=72$ mN/m and $\theta=20^\circ$, again as rough values. Then

$$
L_{EC}=\sqrt{\frac{1.774\times10^{-12}}{0.072}}\ \text{m}=4.96\ \text{µm},
\qquad
R_c=\frac{4.96\ \text{µm}}{2\sqrt{0.940}}=2.56\ \text{µm}.
$$

In Hartree atomic units $L_{EC}$ is $9.38\times10^4$ bohr.

Let the post and a gap of $g=20$ nm set $R=5$ µm. Bending costs

$$
\frac{B}{2R^2}=\frac{1.774\times10^{-12}}{2(5\times10^{-6})^2}\ \text{J/m}^2
=35.5\ \text{mJ/m}^2 ,
$$

and filling the gap gains $2(72)(0.940)=135.3$ mJ/m². The sheet wraps. For negligible $\Pi g$, a sheet up to $50\,(135.3/35.5)^{1/3}=78$ nm thick would do so at this radius. Suction in the liquid lowers this limit.

Now replace the water by isopropanol, with $\gamma=21$ mN/m and $\theta=0$, and keep the sheet, the post and the gap fixed. The threshold rises to 4.60 µm and the gain falls to 42 mJ/m². For negligible $\Pi g$ wrapping is still favoured, but by a small margin: at $\theta=0$ it would cease for a surface tension below $35.5/2\approx18$ mN/m. The margin of 6.5 mJ/m² is also used up if the suction exceeds about 0.33 MPa (0.31 MPa when the finite gap and thickness are counted), which corresponds to a meniscus narrower than about 0.13 µm.

Suppose that the contact angle is still $20^\circ$ when the water retreats; a smaller angle would raise the peeling pressure somewhat. If the spacers are much closer together than the wedge is long, peeling then begins, as the water dries, at

$$
\Pi^*=\frac{(135.3-35.5)\times10^{-3}}{20\times10^{-9}}\ \text{Pa}=4.99\ \text{MPa}.
$$

The numerical force balance for this sheet gives the same pressure to three digits, but both calculations use one radius for every surface; counting the finite gap and thickness lowers the value to about 4.98 MPa. Its wedge is 372 nm long, the meniscus is 26.9 nm high, and the opening angle is $2.8^\circ$, so the small-slope description is consistent. At 298.15 K, with $V_m\approx18$ cm³/mol, the Kelvin relation gives a humidity of 96.4 %. In drier air, water in the uniform gap cannot keep this sheet wrapped in equilibrium. Water bridges at blunt spacers, which the model leaves out, might still do so.

### How far the model can be trusted here

The threshold of 2.56 µm is a limiting value for negligible $\Pi g$. If the meniscus at the front is 0.2 µm wide, $\Pi g$ is about a tenth of the surface gain for the 20 nm gap, and the threshold radius is about 5 % larger. The wedge is then about 1.4 µm long, however, which is half of $R$, so the front is not really short. The balance for moving the front still holds, since a front of any size can turn about the axis without changing its shape; what becomes rough is the small-slope description and the comparison with the flat state. A shorter front needs more suction. With a meniscus 0.05 µm wide the wedge is about 0.6 µm long, and the threshold is about 29 % larger, or 3.3 µm.

Several neglected effects can be sized for the same sheet. The finite gap and thickness raise $R_c$ by 0.7 %. Bending along $\langle100\rangle$ instead of $\langle110\rangle$ lowers it by 8.9 %. An oxide layer 1 nm thick on each face, with a modulus of 75 GPa and the total thickness held at 50 nm, lowers it by 3.3 %.

Lifting the sheet by $2R$ against gravity costs about $10^{-7}$ of the surface gain. Swinging a long horizontal tail upwards costs more, about $10^{-5}$ of the gain for a tail of 0.1 mm, which is still negligible. With a Hamaker constant of $10^{-20}$ J, van der Waals attraction across the 20 nm gap contributes about $5\times10^{-6}$ of it. That attraction grows as $1/g^2$ and can matter when the solids come close to contact. If the spacers are parallel ridges 300 nm apart, thin-plate bending gives a sag of about 0.06 nm between them at $\Pi^*$, and transverse shear, not negligible at this ratio of thickness to spacing, adds roughly 0.02 nm. Point-like spacers in a square array with the same spacing would allow roughly twice as much. Both values are far below the 20 nm gap, which therefore remains nearly uniform. The front is more sensitive to the spacing, because 300 nm is not small compared with the wedge length of 372 nm. Unless the spacers are ridges that run around the post, they can hold the front in place over a range of suctions on both sides of $\Pi^*$, and peeling may begin later than calculated above.

The strain at the faces is 0.5 % at $R=5$ µm and about 1 % at $R_c$. Linear elasticity is a reasonable approximation at these values, but whether a particular sheet survives depends on its flaws, which the model does not describe.

Silicon membranes released from silicon-on-insulator wafers can have thicknesses of tens to hundreds of nanometres, and they can be rinsed in water or isopropanol, so the sheet and the liquids lie in a realistic range. The isolated round post and the uniform gap are idealizations. A real membrane is often anchored, and its anchor can apply the torque that the free tail lacks; the size of that effect depends on the layout. Real surfaces also differ in wetting. If the liquid had to advance at $60^\circ$ instead of $20^\circ$, with all else fixed, $R_c$ would rise by a factor $\sqrt{0.940/0.5}=1.37$, to about 3.5 µm. If both walls were already covered by water films, it would fall to $L_{EC}/2=2.5$ µm. For this example, uncertainty in wetting therefore matters more than the corrections for finite gap and thickness, bending direction and oxide. The remaining values are listed in the numerical output. The entry there called "drop pressure cost" gives only the magnitude of $\Pi g$ for a supply drop of radius 1 mm, relative to the surface gain. For a convex drop $\Pi$ is negative, so this small term is a gain and not a cost. A short front at rest cannot exist at such a pressure, however, because the meniscus relation requires $\Pi>0$; the liquid would flood the wedge instead.

## Values computed for the example and the checks

```
INPUTS (rough typical material values)
C11, C12, C44: 166, 64, 80 GPa
thickness, gap: 50, 20 nm
mid-plane radius R: 5 um
water: 72 mN/m, 20 deg
isopropanol: 21 mN/m, 0 deg
temperature: 298.15 K
molar volume of water: 18.07 cm3/mol
RESULTS
Young modulus along <110>: 169.7 GPa
Poisson ratio in the (001) plane: 0.0606 (no unit)
plate modulus E/(1-nu^2): 170.3 GPa
plate stiffness B: 1.774 pJ
elastocapillary length L, water: 4.964 um
L, water, in Hartree units: 9.381e+04 bohr
threshold radius R_c, water: 2.56 um
bending energy per area at R: 35.48 mJ/m2
surface-energy gain, water: 135.3 mJ/m2
greatest thickness that wraps at R, water: 78.12 nm
elastocapillary length, isopropanol: 9.192 um
threshold radius, isopropanol: 4.596 um
surface-energy gain, isopropanol: 42 mJ/m2
peeling pressure deficit, energy: 4.992 MPa
peeling pressure deficit, forces: 4.99 MPa
humidity at peeling: 96.4 %
wedge length at peeling: 372 nm
meniscus height at peeling: 26.9 nm
wedge opening angle: 2.83 deg
TESTS OF THE THRESHOLD
largest relative mismatch, forces/energy: 8.9e-05 (no unit)
error ratio on halving the wedge: 3.99 (no unit)
NEGLECTED EFFECTS
R_c shift, finite gap and thickness: 0.69 %
R_c shift, bending along <100>: -8.9 %
oxide: 1 nm per face, 75 GPa
R_c shift, native oxide: -3.3 %
surface strain at R: 0.5 %
surface strain at R_c, water: 0.98 %
silicon density: 2330 kg/m3
weight energy / surface gain: 8.4e-08 (no unit)
Hamaker constant: 10 zJ
van der Waals energy / surface gain: 4.9e-06 (no unit)
spacer pitch: 300 nm
sag between spacers at peeling: 0.059 nm
supply drop radius: 1 mm
drop pressure cost / surface gain: 2.1e-05 (no unit)
thermal energy kT / B: 2.3e-09 (no unit)
```
